\section*{Comment on Equal Delta Values as Equal PAW Dataset Quality}

\section{The argument under review}

The argument concerns two projector augmented-wave (PAW) datasets, one used for a soft elemental solid and one for a stiff solid. Each is compared with an all-electron calculation that uses the same functional and the same crystal structure. In both cases the energy-volume curves differ by $\Delta=1$ meV per atom. The author concludes:

\begin{quote}
The two datasets have the same $\Delta$, so they reproduce their all-electron references equally well. A dataset with a smaller $\Delta$ would be the better one, whatever the solid.
\end{quote}

The comparison of energies is sound. The conclusion needs a further premise: that a given energy difference stands for the same error of volume and stiffness in every solid. That premise can be examined from the definition of $\Delta$.

\section{What is being compared}

Let $E_r(V)$ be the reference curve and $E_d(V)$ the dataset's curve, both per atom. Each energy is measured from the minimum of its own curve, because total energies from the two methods have different zeros. With equilibrium volumes $V_0$ and $V_d$, let $V_m=(V_0+V_d)/2$. Then
\begin{equation}
\Delta^2=\frac{1}{2wV_m}\int_{V_m(1-w)}^{V_m(1+w)}
\left[E_d(V)-E_r(V)\right]^2dV ,\qquad w=0.06 .
\label{def}
\end{equation}
Thus $\Delta$ is a root-mean-square energy difference. Volumes are given below in \AA$^3$ per atom, bulk moduli in GPa and energies in meV per atom.

The curves are taken to have the Birch-Murnaghan form. With $y=(V_0/V)^{2/3}$,
\begin{equation}
E=\frac{9}{16}B_0V_0\left[B_0'(y-1)^3+(y-1)^2(6-4y)\right]
\equiv B_0V_0\,\phi(x;B_0'),\quad x=\frac{V}{V_0}.
\label{bm}
\end{equation}
Here $B_0$ is the bulk modulus at equilibrium and $B_0'$ its pressure derivative. The function $\phi$ is dimensionless.

Describe the dataset by $V_d=V_0(1+v)$, $B_d=B_0(1+b)$ and $B_d'=B_0'+c$. Its curve is
\begin{equation}
E_d=B_0V_0(1+v)(1+b)\,\phi\!\left(\frac{x}{1+v};B_0'+c\right).
\end{equation}
Insert this in (\ref{def}) and set $V=V_0x$, so that $dV=V_0\,dx$. Since $V_m=V_0(1+v/2)$, the factor $V_0$ from $dV$ cancels the one in the denominator:
\begin{align}
\Delta^2&=(B_0V_0)^2\,g^2,\nonumber\\
g^2&=\frac{1}{2w(1+v/2)}\int_{(1+v/2)(1-w)}^{(1+v/2)(1+w)}
\Big[(1+v)(1+b)\,\phi\!\left(\tfrac{x}{1+v};B_0'+c\right)\nonumber\\
&\hspace{4.6cm}-\phi(x;B_0')\Big]^2dx .
\label{exact}
\end{align}
The number $g$ depends on $v$, $b$, $c$, $B_0'$ and $w$, but not separately on $V_0$ or $B_0$. Within this family of curves, $\Delta=B_0V_0\,g$ is exact, even for errors that are not small.

The missing premise is therefore false. At the same relative errors and the same $B_0'$, a solid with a smaller $B_0V_0$ has a smaller $\Delta$. The relevant scale is the product: a low bulk modulus can be offset by a large atomic volume.

\section{Which errors does $\Delta$ register?}

The factorization does not say how much each error contributes. For that, expand the curve about equilibrium with $\varepsilon=x-1$. From $P=-E'(V)$ and $B=-V\,dP/dV$ follows $B=VE''$, hence $E''(V_0)=B_0/V_0$. Differentiating $E''=B/V$ once more, with $dB/dV=B'\,dP/dV=-B'B/V$, gives
\begin{equation}
E'''=\frac{1}{V}\frac{dB}{dV}-\frac{B}{V^2}=-\frac{(B'+1)B}{V^2}.
\label{third}
\end{equation}
The Taylor series at $V_0$ has no linear term, so
\begin{equation}
\phi=\frac{\varepsilon^2}{2}-\frac{B_0'+1}{6}\varepsilon^3+O(\varepsilon^4).
\label{phi}
\end{equation}

Now vary the parameters at fixed $V$. A relative change of $V_0$ acts on the prefactor and on $x=V/V_0$:
\begin{align}
\frac{V_0}{B_0V_0}\frac{\partial E}{\partial V_0}
&=\phi-(1+\varepsilon)\frac{d\phi}{d\varepsilon}\nonumber\\
&=\frac{\varepsilon^2}{2}-\left[\varepsilon+\varepsilon^2-\frac{B_0'+1}{2}\varepsilon^2\right]+O(\varepsilon^3)\nonumber\\
&=-\varepsilon+\frac{B_0'}{2}\varepsilon^2+O(\varepsilon^3).
\end{align}
A relative change of $B_0$ multiplies $\phi$, and a change of $B_0'$ contributes $-\varepsilon^3/6$ at lowest order. To first order in the errors,
\begin{equation}
\frac{E_d-E_r}{B_0V_0}=-v\varepsilon+\frac{b+B_0'v}{2}\varepsilon^2+O(\varepsilon^3).
\label{diff}
\end{equation}
The linear term comes from displacing the minimum. A bulk-modulus error first enters quadratically, and an error in $B_0'$ cubically.

At this order the window may be centred at $\varepsilon=0$, since its displacement $v/2$ is itself small. Then $\langle\varepsilon^2\rangle=w^2/3$, $\langle\varepsilon^3\rangle=0$ and $\langle\varepsilon^4\rangle=w^4/5$. Squaring the two displayed terms of (\ref{diff}) and averaging gives, for $c=0$,
\begin{equation}
\Delta\simeq B_0V_0\left[\frac{v^2w^2}{3}+\frac{(b+B_0'v)^2w^4}{20}\right]^{1/2}.
\label{approx}
\end{equation}

This is an estimate, not a complete expansion through $w^4$. The cubic terms left out of (\ref{diff}) can multiply $-v\varepsilon$ and also give $w^4$. One of them is $-(B_0'+1)b\varepsilon^3/6$, from (\ref{phi}). Its cross term adds
\begin{equation}
2(-v)\left[-\frac{(B_0'+1)b}{6}\right]\frac{w^4}{5}
=\frac{(B_0'+1)vb\,w^4}{15}
\label{cross}
\end{equation}
to the bracket in (\ref{approx}). For a pure volume or pure bulk-modulus error the omitted corrections are of relative order $w^2$, besides terms of higher order in the errors. When both contributions to (\ref{approx}) are comparable, (\ref{cross}) is a correction of relative order $w$.

The two pure cases are, at leading order,
\begin{equation}
\Delta_v\simeq B_0V_0\frac{|v|w}{\sqrt3},\qquad
\Delta_b\simeq B_0V_0\frac{|b|w^2}{\sqrt{20}} .
\label{pure}
\end{equation}
The first shows what equal $\Delta$ permits:
\begin{equation}
|v|\simeq\frac{\sqrt3\,\Delta}{w\,B_0V_0}.
\label{allowed}
\end{equation}

\section{The two solids of the argument}

Take model solids with $B_0'=4$. The soft one has $V_0=100$ \AA$^3$ and $B_0=3$ GPa; the stiff one has $V_0=20$ \AA$^3$ and $B_0=150$ GPa. Since 1 GPa\,\AA$^3$ is 6.2415 meV, the products are
\begin{align}
\text{soft:}\quad B_0V_0&=300\times6.2415\ \text{meV}=1872\ \text{meV},\nonumber\\
\text{stiff:}\quad B_0V_0&=3000\times6.2415\ \text{meV}=18725\ \text{meV}.
\end{align}
Suppose that each $\Delta=1$ meV (36.7 microhartree) comes from a volume error alone. Equation (\ref{allowed}) gives
\begin{align}
|v|_{\rm soft}&\simeq\frac{1.732\times1}{0.06\times1872}=1.54\%,\nonumber\\
|v|_{\rm stiff}&\simeq\frac{1.732\times1}{0.06\times18725}=0.154\%.
\end{align}
Solving (\ref{def}) numerically for positive $v$ gives 1.53\% and 0.153\%. The datasets called equally good differ tenfold in relative volume error. For a uniform change of scale the length error is about $v/3$, or 0.5\% against 0.05\%.

The converse comparison gives both datasets the same relative errors, $v=0.5\%$ and $b=2\%$. Quadrature yields $\Delta=0.337$ meV for the soft solid and 3.37 meV for the stiff one. The author's ranking would prefer the soft-solid dataset, although the relative errors are identical.

A third solid separates $B_0V_0$ from $B_0$. With $V_0=50$ \AA$^3$ and $B_0=60$ GPa it is softer than the stiff solid, but its product is again 3000 GPa\,\AA$^3$. The same relative errors give it $\Delta=3.37$ meV as well. Softness lowers $\Delta$ only so far as it lowers the product.

For these errors, (\ref{approx}) gives 0.330 meV in the soft solid, 2.2\% below the quadrature. Two omitted effects account for most of the gap. The cross term (\ref{cross}) is about 1.4\% of the bracket in (\ref{approx}), hence 0.7\% of $\Delta$. The other is of second order in the errors. At the midpoint $V_m$ the reference has slope about $B_0v/2$ and the dataset about $-B_0(1+b)v/2$; their difference is $-B_0v(1+b/2)$. The factor $1+b/2$ raises $\Delta$ by about 1\%. The remaining half percent is comparable with $w^2=0.36\%$, the expected size of the other omitted terms.

\section{A case outside the Birch-Murnaghan family}

One may ask whether the conclusion rests on the chosen equation of state. Consider instead a crystal with a repulsive and an attractive power of the interatomic distance,
\begin{equation}
E=K\left[m\left(\frac{V_0}{V}\right)^{n/3}-n\left(\frac{V_0}{V}\right)^{m/3}\right],\qquad n>m>0 .
\label{power}
\end{equation}
Its zero is shifted to the minimum before $\Delta$ is evaluated. At $V_0$ the first derivative vanishes, and
\begin{align}
V_0^2E''&=K\left[m\frac n3\left(\frac n3+1\right)-n\frac m3\left(\frac m3+1\right)\right]\nonumber\\
&=\frac{Knm(n-m)}{9}=B_0V_0 ,\\
V_0^3E'''&=-\frac{Knm}{3}\left[\left(\frac n3+1\right)\left(\frac n3+2\right)-\left(\frac m3+1\right)\left(\frac m3+2\right)\right]\nonumber\\
&=-\frac{Knm(n-m)}{9}\left(\frac{n+m}{3}+3\right).
\end{align}
Comparison with (\ref{third}) gives $B_0'=(n+m+6)/3$.

Let the dataset err by making the repulsion too strong by a factor $1+a$. The new minimum satisfies $(1+a)(V_0/V_d)^{(n-m)/3}=1$, so
\begin{equation}
V_d=V_0(1+a)^{3/(n-m)},\qquad v\simeq\frac{3a}{n-m}.
\end{equation}
Written in terms of $V_d$, the curve keeps the form (\ref{power}) with $K$ replaced by $K(V_0/V_d)^{m/3}$. Therefore $B_dV_d=B_0V_0(1+v)^{-m/3}$, and to first order $b\simeq-(1+m/3)v$. The volume and bulk-modulus errors are now linked by their common cause.

Use $(n,m)=(2,1)$ with the soft solid's $V_0$ and $B_0$, and $(6,3)$ with those of the stiff solid. Their $B_0'$ values are 3 and 5. For $a=0.1\%$ the formulas predict $v=0.3\%$, $b=-0.4\%$ in the soft crystal and $v=0.1\%$, $b=-0.2\%$ in the stiff one. Fits to seven energies on each curve reproduce these values. Direct quadrature of the power-law curves gives $\Delta=0.195$ meV and 0.652 meV; (\ref{approx}), with the fitted errors, gives 0.195 and 0.650 meV.

Here the ranking by $\Delta$ is reversed, not merely compressed. The soft crystal has three times the relative volume error and less than a third of the $\Delta$.

\section{The renormalized measure}

If the aim is to compare relative errors across solids, the factor $B_0V_0$ should be divided out. The renormalized measure $\Delta_1$ does this:
\begin{equation}
\Delta_1=\frac{V_{\rm ref}B_{\rm ref}}{V_0B_0}\,\Delta
=V_{\rm ref}B_{\rm ref}\,g(v,b,c;B_0',w).
\label{d1}
\end{equation}
The second equality follows from (\ref{exact}). Here $V_0$ and $B_0$ belong to the all-electron curve. The constants restore the unit of energy and multiply every $\Delta_1$ by the same factor. I use $V_{\rm ref}=30$ \AA$^3$ and $B_{\rm ref}=100$ GPa; values of $\Delta_1$ can be compared directly only if they share these conventions.

The product $V_{\rm ref}B_{\rm ref}$ is 3000 GPa\,\AA$^3$. The conversion factor is therefore $3000/300=10$ for the soft solid and 1 for the other two. With $v=0.5\%$ and $b=2\%$, all three solids have $\Delta_1=3.37$ meV. In the author's case of equal $\Delta=1$ meV from volume errors, $\Delta_1$ is 10 meV for the soft solid and 1 meV for the stiff one. This is the tenfold ratio of their volume errors. For the power-law crystals $\Delta_1$ is 1.95 and 0.65 meV, which restores the order of the relative volume errors.

\section{What the correction does not establish}

Replacing $\Delta$ by $\Delta_1$ repairs the comparison of scales. It would be a new mistake to read equal $\Delta_1$ as equal quality in every respect.

First, different errors can share one value. Equating the two expressions in (\ref{pure}) gives
\begin{equation}
|b|\simeq\sqrt{\frac{20}{3}}\,\frac{|v|}{w}.
\end{equation}
For $v=0.2\%$ the estimate is $|b|=8.6\%$, and quadrature in the stiff solid gives the same rounded value, for either sign of $b$ since then $E_d-E_r=bE_r$. The agreement is closer than either formula in (\ref{pure}) taken alone: each gives about 1.30 meV, roughly 1\% below the quadrature value, and these two shortfalls nearly cancel in the ratio. Both datasets have $\Delta_1=1.31$ meV. One has a slightly wrong volume and the correct bulk modulus; the other has the correct volume and a substantially wrong bulk modulus. The parameters $V_0$, $B_0$ and $B_0'$ should therefore be reported beside the single number.

Second, $g$ still depends on $B_0'$. With $v=0.5\%$ and $b=2\%$, changing $B_0'$ from 3 to 6 raises $\Delta_1$ from 3.35 to 3.43 meV, by 2.6\%. The size and sign of this dependence vary with the mix of errors: for $v=0.2\%$ combined with $b=+8.6\%$ or $-8.6\%$, the same change of $B_0'$ moves $\Delta_1$ by about $+6\%$ or $-5\%$. In these cases the residual dependence is small beside the tenfold effect that was removed.

Third, equal relative errors are not equal errors of every observable. At the reference volume, a dataset with volume error $v$ has pressure
\begin{equation}
P_d(V_0)=-E_d'(V_0)\simeq B_0v\simeq\frac{\sqrt3\,\Delta}{wV_0}
\end{equation}
for $v>0$, where the last step uses (\ref{allowed}). The intermediate and stiff solids with $\Delta=\Delta_1=1$ meV both have $v=0.153\%$, yet their pressure errors are about $60\times0.00153=0.09$ GPa and $150\times0.00153=0.23$ GPa.

Fourth, $\Delta_1$ magnifies a given energy error in a solid whose product $B_0V_0$ is smaller than $V_{\rm ref}B_{\rm ref}$, such as the soft solid here. Add $s\varepsilon$ to the reference curve, with the same $s$ in both solids, and write $u=s/(B_0V_0)$. The displaced minimum obeys
\begin{equation}
\varepsilon-\frac{B_0'+1}{2}\varepsilon^2+u\simeq0,
\qquad v\simeq-u+\frac{B_0'+1}{2}u^2 .
\end{equation}
At leading order the new minimum lies at energy $-su/2$. Aligning it to zero makes the difference of the curves $s(\varepsilon+u/2)$. The window is centred at $v/2\simeq-u/2$, so this difference is $s$ times the distance from the centre. Its half-width in $\varepsilon$ is $w(1+v/2)$, and hence
\begin{equation}
\Delta\simeq\frac{|s|w}{\sqrt3}\left(1+\frac v2\right).
\end{equation}
The stiffness enters $\Delta$ only through the small correction $v/2$, while the volume error is inversely proportional to $B_0V_0$ at leading order.

For $s=\sqrt3\times1\ \text{meV}/w=28.87$ meV, the calculation gives $v=-1.49\%$ and $\Delta=0.993$ meV in the soft solid, and $v=-0.154\%$ and $\Delta=0.999$ meV in the stiff one. The corresponding $\Delta_1$ values are 9.93 and 0.999 meV. Whether the larger value is a fair verdict depends on the question. The soft solid's volume is indeed worse, but the dataset's energy error has the same size in both solids. If such an error came from incomplete numerical convergence, $\Delta_1$ would magnify it in the same way. A large $\Delta_1$ for a solid with small $B_0V_0$ therefore calls for a convergence check of both curves before the dataset is blamed.

Finally, both measures examine one crystal structure near equilibrium. They do not test the dataset in another bonding environment, and agreement with an all-electron calculation using the same functional says nothing about the error of that functional.

\section{Recommended correction to the argument}

The quoted conclusion should be replaced by a statement that the data support: the two datasets have equal root-mean-square energy errors over the stated volume window. A claim about relative accuracy should use $\Delta_1$, with its constants stated, together with the separate errors of $V_0$, $B_0$ and $B_0'$. If both $\Delta$ values arise mainly from displaced minima, the soft-solid dataset in this example has roughly ten times the relative volume error; the factor ten was computed for pure volume errors, and an accompanying bulk-modulus error shifts it. The numerical output below gives the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Window half-width: 6.0 %
Delta1 constants: Vref=30 A^3, Bref=100 GPa
1 GPa A^3 = 6.24151 meV
Model solids (volume and energy per atom):
  soft: V0=100 A^3, B0=3 GPa, Bp=4, B0V0=1872.5 meV
  intermediate: V0=50 A^3, B0=60 GPa, Bp=4, B0V0=18724.5 meV
  stiff: V0=20 A^3, B0=150 GPa, Bp=4, B0V0=18724.5 meV
Equal relative errors: v=0.50 %, b=2.0 %
  soft: Delta=0.3374 meV, formula=0.3299 meV, Delta1=3.3741 meV
  intermediate: Delta=3.3741 meV, formula=3.2987 meV, Delta1=3.3741 meV
  stiff: Delta=3.3741 meV, formula=3.2987 meV, Delta1=3.3741 meV
Largest formula deviation in tests: 2.23 %
Equal Delta=1.000 meV = 36.749 microhartree; pure volume error:
  soft: v=1.5261 %, estimate=1.5417 %, Delta1=10.000 meV
  intermediate: v=0.1526 %, estimate=0.1542 %, Delta1=1.000 meV
  stiff: v=0.1526 %, estimate=0.1542 %, Delta1=1.000 meV
Soft/stiff ratios: v 9.999, Delta1 10.000
Power-law crystals, repulsion raised by 0.1 %:
  powers 2,1: Bp=3.004, v=0.3001 %, b=-0.4008 %, Delta=0.19485 meV, formula=0.19493 meV
  powers 6,3: Bp=5.000, v=0.1000 %, b=-0.1997 %, Delta=0.65238 meV, formula=0.65021 meV
Bp dependence at the same v and b (V0=20 A^3, B0=150 GPa):
  Bp=3: Delta1=3.3467 meV
  Bp=6: Delta1=3.4336 meV
  change: 2.60 %
Common linear energy error: s=28.868 meV
  soft: v=-1.4850 %, estimate=-1.5417 %, Delta=0.9926 meV, Delta1=9.9258 meV
  stiff: v=-0.1536 %, estimate=-0.1542 %, Delta=0.9992 meV, Delta1=0.9992 meV
Two pure errors with equal Delta1 in the stiff solid:
  v=0.20 % or b=8.615 % (estimate 8.607 %)
  shared Delta1=1.3104 meV
\end{verbatim}
